\section*{Energy release rate of a pressurized circular blister from its volume compliance}

\section*{Question}

I am working on the adhesion of a low-$k$ dielectric film between two silicon wafers. Gas enters through a small hole in the lower wafer, which is held on a thick block, and lifts the upper wafer over a circle of radius $a$. I treat the lifted part as a clamped plate of bending stiffness $D$ under a pressure $p$ (measured above the outside pressure). I am asked to show from the volume compliance that the energy release rate is
\[
G=\frac{p^2a^4}{128D}.
\]

I know that the energy stored in the plate is $U=pV/2$, where $V$ is the volume under it. But at fixed pressure a larger blister stores \emph{more} energy, so $-dU/dA$ comes out negative. How can energy be released when the stored energy goes up? And does the answer change if I inject a fixed volume of liquid instead of holding the pressure?

My rough numbers are: wafer thickness $h=775\ \mu$m, Young modulus $E=150$ GPa, Poisson ratio $\nu=0.20$, $a=30$ mm, $p=50$ kPa, and an interface toughness of about 4 J/m$^2$. Will it debond, and how far can I trust the formula?

\section*{Answer}

Your $-dU/dA$ leaves out the work done by the gas. At fixed pressure that work is twice the rise in stored energy, and the other half is what the interface receives. To turn this into a formula we need the compliance $C=V/p$, and for that the shape of the plate.

\subsection*{The shape of the plate}

Assume a thin plate ($h\ll a$), a deflection $w(r)$ well below $h$, no tension in the plane, and a rigid base. The clamp means $w(a)=0$ and $w'(a)=0$, where a prime is $d/dr$.

At height $z$ from the mid-plane the radial and hoop strains are $-zw''$ and $-zw'/r$. The plane-stress energy density is $\frac{E}{2(1-\nu^2)}(\varepsilon_r^2+\varepsilon_t^2+2\nu\varepsilon_r\varepsilon_t)$. Integrating $z^2$ through the thickness gives $h^3/12$, so the bending energy per unit area is
\[
\frac D2\left[\left(w''+\frac{w'}r\right)^2-2(1-\nu)\frac{w''w'}r\right],
\qquad D=\frac{Eh^3}{12(1-\nu^2)} .
\]
Multiplied by $2\pi r\,dr$, the last term contains $2w''w'=(w'^2)'$. It integrates to $w'(a)^2-w'(0)^2=0$ and drops out. Hence $\nu$ enters only through $D$.

Write $\theta=w'$, so that $w''+w'/r=(r\theta)'/r$. Integration by parts, with $w(a)=0$, gives $V=\int_0^a2\pi r w\,dr=-\pi\int_0^a r^2\theta\,dr$. The total potential energy, bending energy minus $pV$, is therefore
\[
\Pi=\pi D\int_0^a\frac{[(r\theta)']^2}{r}\,dr+\pi p\int_0^a r^2\theta\,dr .
\]
Equilibrium makes $\Pi$ stationary under a small change $\eta$ of $\theta$ with $\eta(0)=\eta(a)=0$:
\[
2\pi D\int_0^a\frac{(r\theta)'}{r}(r\eta)'\,dr+\pi p\int_0^a r\,(r\eta)\,dr=0 .
\]
Integrate the first term by parts; the boundary terms vanish. Since $\eta$ is otherwise arbitrary,
\[
D\left[\frac{(r\theta)'}{r}\right]'=\frac{pr}{2}.
\]
Integrating once, multiplying by $r$, and integrating again,
\begin{align}
\frac{(r\theta)'}r&=\frac{pr^2}{4D}+c_1,\\
r\theta&=\frac{pr^4}{16D}+\frac{c_1r^2}{2}+c_2 .
\end{align}
A finite slope at the centre requires $c_2=0$, and $\theta(a)=0$ requires $c_1=-pa^2/(8D)$. Thus
\[
w'=-\frac{p\,r(a^2-r^2)}{16D},\qquad
w=\int_r^a\frac{p\,s(a^2-s^2)}{16D}\,ds=\frac{p(a^2-r^2)^2}{64D}.
\]
The centre rises by $w_0=pa^4/(64D)$.

\subsection*{Volume compliance}

With $u=a^2-r^2$ and $du=-2r\,dr$,
\[
V=\frac{2\pi p}{64D}\int_0^a r(a^2-r^2)^2dr
=\frac{\pi p}{64D}\int_0^{a^2}u^2\,du=\frac{\pi pa^6}{192D},
\]
so
\[
C=\frac{\pi a^6}{192D}=\frac{A^3}{192\pi^2D},\qquad A=\pi a^2 .
\]

\subsection*{Energy balance when the blister grows}

Filling the blister at fixed radius stores $U=\int p\,dV=V^2/(2C)$, which equals $pV/2$. Now let the debonded area grow by $dA$, with any accompanying change of $p$ and $V$. The fluid does work $p\,dV$, and the stored energy changes by
\[
dU=\frac VC\,dV-\frac{V^2}{2C^2}\,dC=p\,dV-\frac{p^2}{2}\,dC .
\]
What is neither stored nor returned is released at the front:
\[
G\,dA=p\,dV-dU=\frac{p^2}{2}\,dC .
\]
The term $p\,dV$ has cancelled, so $G$ depends on the present pressure and radius, not on how the fluid is supplied. Since $dC/dA=3A^2/(192\pi^2D)=a^4/(64D)$,
\[
\boxed{G=\frac{p^2}{2}\frac{dC}{dA}=\frac{p^2a^4}{128D}}
\]

At fixed $p$, $dV=p\,dC$: the gas supplies $p^2dC$, half is stored, and half is released. Your $-dU/dA$ was therefore $-G$. At fixed $V$ the fluid does no work, and the same $G$ comes entirely from a fall in stored energy.

The bending at the front gives a second route. There $w'=0$ and $w''(a)=pa^2/(8D)$, so the edge moment per unit length is $M=Dw''(a)=pa^2/8$. When the front advances by $da$, a strip of that width takes up the curvature $M/D$. The moment turns through $(M/D)\,da$ and does work $(M^2/D)\,da$ per unit length of front. Half is stored in the strip, which leaves $G=M^2/(2D)=p^2a^4/(128D)$. The shear force adds nothing at this order, because the strip's deflection is proportional to $da^2$.

\subsection*{Does it run or stop?}

Debonding needs $G$ to reach the toughness $G_c$. What follows depends on how $G$ changes with $a$; take $G_c$ as constant.

At fixed pressure $G\propto a^4$, so growth runs away once started. At fixed volume, $p=192DV/(\pi a^6)$ gives
\[
G=\frac{a^4}{128D}\left(\frac{192DV}{\pi a^6}\right)^2=\frac{288DV^2}{\pi^2a^8},
\]
and growth stops unless more liquid is injected. For a radius 10\,\% larger, $G$ is multiplied by 1.464 at fixed pressure and by 0.467 at fixed volume.

A closed supply lies between these cases. Let it give up a volume $C_s$ per unit fall in pressure. Then $dV=-C_s\,dp$, while the plate requires $dV=C\,dp+p\,dC$. Equating the two, and using $dC/C=6\,da/a$,
\[
\frac{dp}{p}=-\frac{dC}{C+C_s},\qquad
\frac{dG}{G}=4\frac{da}{a}+2\frac{dp}{p}
=\left(4-\frac{12\,C}{C+C_s}\right)\frac{da}{a}.
\]
The bracket is negative, and growth stable, when $C_s<2C$.

\subsection*{Your numbers}

The stiffness is
\[
D=\frac{(150\times10^9)(775\times10^{-6})^3}{12(1-0.20^2)}=6.061\ \mathrm{N\,m}.
\]
With $a^4=8.1\times10^{-7}\ \mathrm{m^4}$,
\[
w_0=\frac{(5\times10^4)(8.1\times10^{-7})}{64\times6.061}\ \mathrm{m}=104\ \mu\mathrm{m},
\qquad
G=\frac{(5\times10^4)^2(8.1\times10^{-7})}{128\times6.061}=2.61\ \mathrm{J/m^2}.
\]
As a test, the compliance was also computed with finite elements, without using the deflection formula, at radii 0.1\,\% below and above 30 mm. The resulting $G$ is 2.6102 J/m$^2$ at fixed pressure and at fixed volume, the same as the formula to the digits shown.

So at 50 kPa $G$ is below 4 J/m$^2$, and the model predicts no fast debonding. Setting $G=G_c$ gives the critical pressure
\[
p_c=\frac{\sqrt{128DG_c}}{a^2}
=\frac{\sqrt{128\times6.061\times4.0}}{(0.030)^2}\ \mathrm{Pa}=61.9\ \mathrm{kPa}.
\]
If $G_c$ is uncertain by 20\,\%, $p_c$ is uncertain by about 10\,\%, because $p_c\propto\sqrt{G_c}$.

The compliance is $C=1.97$ mm$^3$/kPa, so a closed supply gives stable growth if $C_s$ is below 3.9 mm$^3$/kPa. For a trapped ideal gas at constant temperature, $C_s$ is its total volume divided by its absolute pressure. With an outside pressure of 100 kPa, the absolute pressure at $p_c$ is about 162 kPa, and the limit is about 0.6 cm$^3$ of gas, including the gas under the plate. With a larger trapped volume the debond starts unstably.

\subsection*{How far to trust the formula}

\textbf{The clamp yields.} The bonded part of the upper wafer is not rigidly held. Model its support as springs of stiffness $k$ per unit area, with half the wafer thickness and the film in series. For a film of thickness $t=0.5\ \mu$m and modulus $E_f=8$ GPa, $1/k=h/(2E)+t/E_f$. This is an estimate. It leaves out the give of the lower wafer, transverse shear in the bonded part of the upper wafer, and the resistance of the bond to sliding.

Let $x$ be the distance outward from the front. Near the front the wafer bends like a strip, $Dw''''+kw=0$. A moment $M$ at $x=0$ with no shear force produces
\[
w=\frac{M\ell^2}{2D}\,e^{-x/\ell}\left(\cos\frac x\ell-\sin\frac x\ell\right),
\qquad \ell=\left(\frac{4D}{k}\right)^{1/4},
\]
with slope $-M\ell/D$ at $x=0$. The edge therefore turns by $\varphi=M\ell/D=pa^2\ell/(8D)$. The actual shear force $pa/2$, the small lift of the edge, and the fall in edge moment as the edge turns each alter the correction found below by a fraction of order $\ell/a$; they are dropped.

The turned edge adds a deflection $\varphi(a^2-r^2)/(2a)$, which has the right edge slope and satisfies the plate equation with no pressure. Its volume is $\pi\varphi a^3/4$, so
\[
\Delta C=\frac{\pi a^5\ell}{32D},\qquad
\frac{d(\Delta C)}{dA}=\frac{1}{2\pi a}\,\frac{5\pi a^4\ell}{32D}
=\frac{a^4}{64D}\,\frac{5\ell}{a}.
\]
Thus $G$ rises by the fraction $5\ell/a$. Here $\ell=0.503$ mm, which gives 8.4\,\%; a finite-element plate on the same springs gives 8.7\,\%. In this estimate, the true $G$ at a given pressure is above the simple formula by about this fraction. Of the three effects left out, the give of the lower wafer and transverse shear in the bonded part would raise the correction, and the resistance of the bond to sliding would lower it. The give of the lower wafer and the resistance to sliding are the larger effects, each about a third of the correction, and here they nearly cancel. Because $\ell$ is less than $h$, the spring picture of the region near the front is only a rough one.

\textbf{Silicon is not isotropic.} For a (100) wafer with $x$ and $y$ along $\langle100\rangle$, the plate equation is $D_1(w_{xxxx}+w_{yyyy})+2D_3w_{xxyy}=p$. Applied to $(a^2-r^2)^2$, the left side is the constant $48D_1+16D_3$. The deflection thus keeps its shape, with $D$ replaced by $(3D_1+D_3)/4$. The edge curvature is uniform, but the stiffness against bending across the front varies, and $G$ varies in proportion. With rough elastic constants of silicon, $G$ runs from 0.907 of its mean along $\langle100\rangle$ to 1.093 along $\langle110\rangle$. Your isotropic $E/(1-\nu^2)=156.2$ GPa is close to the crystal average of 155.8 GPa, so the mean is hardly affected. A front that stays circular is an assumption.

\textbf{Smaller effects.} At 50 kPa, $w_0/h=0.135$, and stretching of the mid-plane lowers $G$ by 0.93\,\%. Transverse shear in the lifted part, with a rigid clamp, raises it by 0.27\,\%. A film tension of 50 MPa lowers it by at most 0.031\,\%; this is the value if the film lifts with the upper wafer and no compression in that wafer balances the tension. All are relative to the simple plate result.

If the clamp correction and the directional factor multiply, the highest local $G$ is $1.087\times1.093=1.19$ times the formula. With equal toughness in all directions, debonding could then begin near $61.9/\sqrt{1.19}\approx57$ kPa.

\subsection*{The real joint, and a film without its wafer}

A thickness of 775 $\mu$m is that of a standard 300 mm wafer, and a modulus of several GPa with a toughness of a few J/m$^2$ is typical, roughly, of organosilicate low-$k$ films. Two conditions deserve care. First, the lower wafer must really be held. If it were free to bend like the upper one, $C$ and hence $G$ would double at the same pressure, and $p_c$ would fall by $\sqrt2$ to about 44 kPa by the simple formula (about 42 kPa once the yielding clamp is included). Second, moisture can drive slow crack growth in these films at $G$ below $G_c$. Your result at 50 kPa therefore excludes fast debonding within the model, not slow growth in humid gas. The toughness should also be one measured under a similar mix of opening and shear at the interface.

Do not carry the formula over to the film alone, lifted without a wafer on top. Eliminating $p$ with $p=64Dw_0/a^4$ gives $G=32Dw_0^2/a^4$, or
\[
\frac{w_0}{h}=\left(\frac ah\right)^2\sqrt{\frac{3(1-\nu^2)G}{8Eh}} .
\]
For a 0.5 $\mu$m film with $E=8$ GPa, $\nu$ taken as 0.20 and $G=4$ J/m$^2$, the square root is 0.019. Already at $a/h=10$ the predicted deflection is 1.9 thicknesses, where stretching can no longer be neglected. Reducing $a/h$ to about 3 would keep the deflection small, but then the film is no longer a thin plate. The thick wafer makes the bending formula usable here: at $p_c$ its deflection is 0.167 of its thickness, with $a/h=38.7$. The remaining values are in the numerical output below.

\section*{Values computed for the example and the checks}
\begin{verbatim}
wafer thickness h = 775 um
Young modulus E = 150 GPa, Poisson ratio = 0.20
blister radius a = 30 mm, a/h = 38.7
pressure p = 50 kPa
film thickness = 0.5 um
film modulus = 8 GPa
film tensile stress = 50 MPa
interface toughness (rough) = 4.0 J/m^2
bending stiffness D = 6.061 N m
centre deflection w0 = 104.4 um, w0/h = 0.135
blister volume V = 98.4 mm^3
compliance C = 1.968 mm^3/kPa
stored energy U = 2.460 mJ
stored energy by quadrature = 2.460 mJ
release rate G, formula = 2.6102 J/m^2
G, finite elements, fixed p = 2.6102 J/m^2
G, finite elements, fixed V = 2.6102 J/m^2
edge moment = 5.625 N (N m per m)
edge bending stress = 56.2 MPa
critical pressure = 61.9 kPa
w0/h at critical pressure = 0.167
G ratio, radius +10 %, fixed p = 1.464
G ratio, radius +10 %, fixed V = 0.467
foundation decay length = 0.503 mm
yielding clamp, 5 ell/a = +8.4 % of G
yielding clamp, computed = +8.7 % of G
stretching = -0.93 % of G
w0/h with stretching = 0.1335
transverse shear = +0.27 % of G
film tension = -0.031 % of G
isotropic E/(1-nu^2) = 156.2 GPa
crystal average of same modulus = 155.8 GPa
local G / mean G, lowest (<100>) = 0.907
local G / mean G, highest (<110>) = 1.093
\end{verbatim}
